# Even but Non-Analytic Gap of Cubic Hafnia under X-Point Oxygen Displacement

## An even gap with a kink

In a model of cubic hafnia with a gap of 5.80 eV, displacing the oxygens by 0.010 nm in an X-point pattern lowers the gap to 5.70 eV. Displacing them by 0.020 nm lowers it to 5.60 eV, and reversing either displacement changes nothing. The gap is therefore even in the displacement, yet doubling the displacement doubles the reduction instead of quadrupling it. Evenness follows from a lattice translation. The linear law needs a degeneracy that this translation does not supply.

### The displacement and the translation

Let $a$ be the cubic lattice constant and $b=a/2$. With a hafnium ion at the origin, the hafnium sites are $b(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even. The oxygen sites are $b(i+\tfrac12,j+\tfrac12,l+\tfrac12)$ for all integers $i,j,l$. The hafnium ions stay fixed, and each oxygen moves along $z$ by

$$u_z(i,j,l)=u(-1)^{i+j}. \tag{1}$$

A lattice translation $\mathbf R=b(n_1,n_2,n_3)$ multiplies this pattern by $(-1)^{n_1+n_2}$. Since $n_1+n_2+n_3$ is even, the factor equals

$$(-1)^{n_3}=e^{i\mathbf q\cdot\mathbf R},\qquad \mathbf q=\frac{2\pi}{a}(0,0,1), \tag{2}$$

which identifies the mode as an X-point mode.

Choose $\mathbf t=(0,b,b)$, for which the factor is $-1$. This translation carries the oxygen at $(i,j,l)$ to $(i,j+1,l+1)$, together with its displacement

$$u(-1)^{i+j}=-u(-1)^{i+(j+1)}. \tag{3}$$

The right side is the displacement that pattern (1) with amplitude $-u$ assigns to the new site. The hafnium lattice maps onto itself. If $T$ translates all electrons by $\mathbf t$, the kinetic energy and the electron repulsion are unchanged, so

$$T H(u)T^{-1}=H(-u). \tag{4}$$

A unitary transformation preserves eigenvalues. The ground-state energy $\mathcal E_N$ for each electron number $N$ is thus even in $u$, and so is the fundamental gap

$$E_g(u)=\mathcal E_{N+1}(u)+\mathcal E_{N-1}(u)-2\mathcal E_N(u)=E_g(-u). \tag{5}$$

The argument assumes a perfect periodic crystal with the same cell at both signs of $u$. It uses no expansion in $u$ and no one-electron approximation. Dopants or a frozen distortion that do not share the translation invalidate it.

### What evenness leaves open

In a one-electron description, let $V=dH/du$ at $u=0$. Equation (2) gives $T_{\mathbf R}H(u)T_{\mathbf R}^{-1}=H(e^{i\mathbf q\cdot\mathbf R}u)$, and differentiation yields

$$T_{\mathbf R}VT_{\mathbf R}^{-1}=e^{i\mathbf q\cdot\mathbf R}V. \tag{6}$$

Thus $V$ changes the crystal momentum by $\mathbf q$. The sign of the change is immaterial because $2\mathbf q$ is a reciprocal lattice vector. In particular, $V$ has no diagonal element in a Bloch state.

If the band-edge state is nondegenerate and separated in energy from the states to which $V$ couples it, its energy is analytic in $u$ near zero. Being even, it has no linear term.

Suppose instead that states at $\mathbf k$ and $\mathbf k+\mathbf q$ share the energy $E_0$ and have the matrix element $g=\langle\mathbf k+\mathbf q|V|\mathbf k\rangle$. To first order, the Hamiltonian in this pair is

$$\begin{pmatrix}E_0&g^*u\\ gu&E_0\end{pmatrix},\qquad E_\pm=E_0\pm|gu|. \tag{7}$$

Reversing $u$ leaves both levels unchanged, but the upper level has slope $+|g|$ on one side of $u=0$ and $-|g|$ on the other. Translation permits this kink; whether it occurs depends on the degeneracy and on $g$.

### Why the equivalent X valleys do not suffice

The valleys $X_x=(2\pi/a)(1,0,0)$ and $X_y=(2\pi/a)(0,1,0)$ seem to be the required pair. They are degenerate by cubic symmetry, and

$$X_x+\mathbf q-X_y=\frac{2\pi}{a}(1,-1,1), \tag{8}$$

which is a reciprocal lattice vector. Inversion about a hafnium ion nevertheless sets their linear coupling to zero.

Inversion $P$ sends oxygen $(i,j,l)$ to $(-i-1,-j-1,-l-1)$ and reverses its displacement vector. The sign factor at the new site is $(-1)^{-i-j-2}=(-1)^{i+j}$, so the transformed pattern has amplitude $-u$. Hence

$$PH(u)P^{-1}=H(-u),\qquad PVP^{-1}=-V. \tag{9}$$

At an X point, $-\mathbf k$ and $\mathbf k$ differ by a reciprocal lattice vector, so a nondegenerate state there has a parity $\pi=\pm1$. A fourfold rotation about the hafnium ion turns the $X_x$ state into the $X_y$ state and commutes with $P$. Both therefore have the same $\pi$. Inserting $P^{-1}P$ on both sides of $V$ gives

$$\langle X_x|V|X_y\rangle=\pi^2\langle X_x|PVP^{-1}|X_y\rangle=-\langle X_x|V|X_y\rangle=0. \tag{10}$$

A linear law based on valleys at X or Γ, each invariant under inversion, needs partners of opposite parity. The model below makes Γ and X degenerate by a choice of hopping parameters.

### The oxygen coupling

Consider the $p$ orbitals of oxygen $(0,0,0)$. Its four hafnium neighbours lie at $\mathbf d=(D/\sqrt3)(s_1,s_2,s_3)$, where $s_m=\pm1$, $s_1s_2s_3=-1$ and $D=\sqrt3\,a/4$. Represent them by point charges $+Ze$. With $K=e^2/(4\pi\varepsilon_0)$, an electron at $\mathbf r$ from the undisplaced oxygen site, $r<D$, has potential energy

$$W(\mathbf r)=-ZK\sum_{\mathbf d}\frac1{|\mathbf r-\mathbf d|}
=-ZK\sum_{n}\frac{r^n}{D^{n+1}}\sum_{\mathbf d}P_n(\cos\gamma_{\mathbf d}), \tag{11}$$

where $\gamma_{\mathbf d}$ is the angle between $\mathbf r$ and $\mathbf d$.

Moving the orbital by $u_z$ changes its potential to first order by $u_z\,\partial W/\partial z$. The derivative of a harmonic of degree $n$ is a harmonic of degree $n-1$, and a product of two $p$ orbitals contains only angular momenta 0 and 2. Only $n=1$ and $n=3$ can contribute. The $n=1$ term vanishes because the four vectors $\mathbf d$ add to zero.

For $n=3$, $P_3(c)=(5c^3-3c)/2$, and the sum of the linear term again vanishes. In the sum of $(s_1x+s_2y+s_3z)^3$, terms such as $x^3s_1$ and $3x^2y\,s_2$ cancel over the four ions. The remaining term is $6xyz\,s_1s_2s_3=-6xyz$ per ion. Hence

$$\sum_{\mathbf d}P_3=\frac52\,\frac{-24xyz}{3\sqrt3\,r^3}=-\frac{20xyz}{\sqrt3\,r^3}, \tag{12}$$

and the octupole energy is

$$W_3=Cxyz,\qquad C=\frac{20ZK}{\sqrt3D^4}. \tag{13}$$

Its derivative along $z$ is $Cxy$. A $p$ orbital has angular part $\sqrt{3/4\pi}\,n_\alpha$, where $\mathbf n=\mathbf r/r$, and the average of $n_x^2n_y^2$ over the sphere is $1/15$. Therefore

$$\langle p_x|Cxy|p_y\rangle=3C\langle r^2\rangle\frac1{15}=\frac{C\langle r^2\rangle}{5}\equiv\lambda. \tag{14}$$

The other matrix elements of $xy$ in the $p$ shell are odd in at least one coordinate and vanish.

Neighbouring oxygens have hafnium tetrahedra of opposite orientation, so $C$ acquires the factor $(-1)^{i+j+l}$. Multiplication by the displacement sign in (1) gives the onsite coupling

$$\lambda u(-1)^{i+j}(-1)^{i+j+l}=\lambda u(-1)^l \tag{15}$$

between $p_x$ and $p_y$.

### A degenerate-valley model

Let $t>0$ be the nearest-neighbour σ hopping. Let $s>0$ be the π hopping between oxygens a distance $2b$ apart along an axis. Set the nearest-neighbour π hopping to zero for now. With the $p$ level as energy zero and $\mathbf k$ in units of $1/b$, summing the hopping phases gives

$$\begin{aligned}
E_x(\mathbf k)&=2t\cos k_x+2s(\cos2k_y+\cos2k_z),\\
E_y(\mathbf k)&=2t\cos k_y+2s(\cos2k_x+\cos2k_z).
\end{aligned} \tag{16}$$

The $p_z$ band follows by permutation of the axes. Its highest energy is

$$A=2t+4s, \tag{17}$$

as for the other two bands, and (15) does not couple it.

The factor $(-1)^l=e^{i\pi l}$ couples $p_x$ at $\mathbf k$ to $p_y$ at $\mathbf k+\mathbf Q$, where $\mathbf Q=(0,0,\pi)$ is $\mathbf q$ in these units. Because $\cos2(k_z+\pi)=\cos2k_z$, the second energy equals $E_y(\mathbf k)$. The characteristic equation $(E_x-\varepsilon)(E_y-\varepsilon)=\lambda^2u^2$ has the upper root

$$\varepsilon_+=\frac{E_x+E_y}{2}+\sqrt{\Delta^2+\lambda^2u^2},\qquad \Delta=\frac{E_x-E_y}{2}. \tag{18}$$

For $u\ne0$,

$$\frac{\partial\varepsilon_+}{\partial E_x}=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+\lambda^2u^2}}\right)\ge0, \tag{19}$$

and the derivative with respect to $E_y$ has the opposite sign before the fraction, so it is also nonnegative. Since neither energy exceeds $A$, setting both to $A$ gives $\varepsilon_+\le A+|\lambda u|$.

The bound is reached at $\mathbf k=(0,0,\pi)$. There $p_x$ lies at $X_z$, while its partner $p_y$ lies at $(0,0,2\pi)$, equivalent to Γ. Both have energy $A$. The valence edge is therefore $A+|\lambda u|$ at every amplitude within this linear-coupling model. If the conduction edge is held fixed,

$$E_g(u)=E_g(0)-|\lambda u|. \tag{20}$$

This edge state is an equal-weight combination of the two valley states. A second one, with $p_x$ at Γ and $p_y$ at $X_z$, has the same energy. Reversing $u$ reverses their relative sign, which is the action of the translation on the pair.

A frozen onsite term $w(-1)^l$ between $p_x$ and $p_y$ shows how evenness can fail. It replaces $\lambda u$ by $w+\lambda u$ in (18), and the edge becomes $A+|w+\lambda u|$. The gap is then symmetric about $u=-w/\lambda$ instead of about zero.

### Numbers for the example

The chosen inputs are $a=0.510$ nm, $Z=2$, a $p$ shell of radius 0.060 nm, $t=0.600$ eV and $s=0.050$ eV. They give $D=0.221$ nm, $C=1.398\times10^4$ eV/nm³ and $A=1.40$ eV. Equation (14) then gives

$$\lambda=\frac{(1.398\times10^4)(0.060)^2}{5}=10.07\ \text{eV/nm}. \tag{21}$$

At $|u|=0.020$ nm the edge rises by $10.07\times0.020=0.201$ eV, and the chosen gap of 5.80 eV falls to 5.60 eV. At half this displacement the reduction is 0.101 eV, which explains the opening numbers. With a frozen term $w=0.050$ eV, the edge lies 0.251 eV above $A$ for $u=+0.020$ nm but 0.151 eV above $A$ for $u=-0.020$ nm.

### Lifting the degeneracy

Now let the nearest-neighbour π hopping be $-p$, with $p>0$. It adds $-2p(\cos k_y+\cos k_z)$ to $E_x$ and $-2p(\cos k_x+\cos k_z)$ to $E_y$. The latter must now be evaluated at $\mathbf k+\mathbf Q$.

At $\mathbf k=(0,\pi,\pi)$, which is equivalent to $X_x$, the $p_x$ energy is $2t+4s+4p$. Its partner at $(0,\pi,0)$ has energy $-2t+4s-4p$. Their mean is $4s$ and half their difference is $2t+4p$, so the upper root is

$$\varepsilon_X=4s+\sqrt{(2t+4p)^2+\lambda^2u^2}
\simeq A+4p+\frac{\lambda^2u^2}{2(2t+4p)}. \tag{22}$$

The last form holds for $\lambda|u|\ll2t+4p$ and is quadratic, in accordance with (10).

For the pair formed by $p_x$ at $X_z$ and $p_y$ at Γ, the energies are $A$ and $A-4p$. Their upper root is

$$\varepsilon_{\Gamma X}=A-2p+\sqrt{4p^2+\lambda^2u^2}. \tag{23}$$

This is quadratic for $\lambda|u|\ll2p$ and approaches $A-2p+\lambda|u|$ for $\lambda|u|\gg2p$.

Numerical diagonalization with a search over $\mathbf k$ identifies the larger of (22) and (23) as the edge at 0.010, 0.020 and 0.040 nm for both values of $p$ used below. At $u=0$ it is the X edge. Equating the two expressions gives a crossing at 0.0058 nm for $p=0.01$ eV and at 0.032 nm for $p=0.05$ eV.

At 0.020 nm, therefore, the smaller $p$ puts the edge on the Γ–X branch, and the gap has fallen by 0.142 eV. The larger $p$ leaves it on the X branch, and the fall is 0.014 eV. A π hopping one twelfth of $t$ thus removes most of the effect.

### Moving bonds and other omissions

Neighbours along $x$ or $y$ move in opposite directions, so their bonds rotate and lengthen. To first order, rotation couples $p_x$ to $p_z$ along $x$ with opposite signs on the two sides. The sum is proportional to $u\sin k_x$ and vanishes at the valleys; the $y$ bonds behave likewise.

At a small distance $\kappa$ from a valley, the coupling is at most $\alpha|u|\kappa$ for some constant $\alpha$. For $p=0$ the band has fallen by at least about $c\kappa^2$, where $c$ is the smaller of $t$ and $4s$. Since

$$\alpha|u|\kappa-c\kappa^2\le\frac{\alpha^2u^2}{4c}, \tag{24}$$

rotation changes the edge only at order $u^2$. Bond lengthening is also of order $u^2$. The kink of the degenerate model survives, but the law at finite amplitude bends.

To size this effect, each nearest-neighbour hopping was resolved along the displaced bond and scaled as the inverse square of its length. The edge was again found by diagonalization and a search over $\mathbf k$. At 0.020 nm and $p=0$, the gap falls by 0.144 eV instead of 0.201 eV. With $p=0.05$ eV it rises by 0.047 eV: here the bond changes outweigh the level repulsion.

Other effects were sized separately at 0.020 nm:

- An oxygen spin–orbit parameter of roughly 0.02 eV, included in the diagonalization with $p=0$ and fixed bonds, changes the reduction from 0.201 to 0.192 eV. This does not settle the law at displacements so small that $\lambda|u|$ is below the spin–orbit energy.
- Equation (14) keeps only the four nearest cations. Summing over all hafnium ions, with the same charge, lowers $\lambda$ from 10.07 to 9.42 eV/nm; the moving oxygens add nothing to this coupling at first order.
- Equation (14) also uses bare cations. Dividing its result by a rough electronic permittivity of 4.5 leaves 0.045 eV. This is a scale for screening, since a macroscopic permittivity does not describe the field within one bond length.
- The coupling (14) grows as the square of the $p$-shell radius. A Hartree–Fock calculation for the neutral oxygen atom gives a root-mean-square $2p$ radius of 0.075 nm in augmented triple- and quadruple-zeta bases (0.073 nm in a double-zeta basis) instead of 0.060 nm, which would raise $\lambda$ to about 15.5 eV/nm.
- The displacement also changes the electrostatic site energies at order $u^2$. For point charges $+2e$ on hafnium and $-e$ on oxygen, without screening, an electron's energy falls by 0.109 eV at the oxygen sites and rises by 0.071 eV at the hafnium sites, with the cell-averaged potential as zero; only the difference of the two shifts is independent of this choice. If the band edges followed these shifts, the gap would widen by 0.18 eV, nearly cancelling the linear reduction at this amplitude. The kink at small $u$ would remain.
- The same charges split the $p$ levels at order $u^2$, lowering $p_x$ and $p_y$ by a further 0.022 eV and raising $p_z$ by 0.045 eV. For $p=0.05$ eV the $p_z$ valley also lies at $A+4p$, so this rise exceeds the 0.014 eV found from (22).
- If the displacement also coupled valence and conduction states with strength $\lambda u$, the second-order scale would be $(\lambda u)^2/E_g=0.007$ eV.
- An independent oxygen oscillator of mass 16 u and frequency 5 THz (a rough value) has a thermal root-mean-square displacement of 0.013 nm at 300 K. Multiplication by $\lambda$ gives 0.13 eV. Such motion is not the coherent pattern (1), so this energy is a scale for thermal disorder and not a predicted linewidth.

### Hafnia in a gate stack

The lattice constant, gap and displacement are in the rough range of hafnia, but the model's valence band is 2.8 eV wide, narrower than that of the real oxide. The degeneracy of Γ and X at the valence edge is tuned, with no symmetry behind it. In this model it rests on zero nearest-neighbour π hopping, a positive $s$ and no hopping between oxygens $\sqrt2\,b$ apart. Either of the two omitted hoppings would in general separate the valleys, although particular values of both can cancel and restore the degeneracy. Setting $p=0.05$ eV cuts the gap reduction from 0.201 to 0.014 eV, and moving bonds then reverse its sign. Setting $s=-0.05$ eV instead, with $p=0$ and fixed bonds, leaves a quadratic reduction of 0.029 eV at 0.020 nm; by 0.030 nm the edge has moved to a degenerate $p_x$, $p_y$ pair at $(0,0,\pm\pi/2)$ with energy $2t+\lambda|u|$, and the reduction is 0.102 eV. Equation (20) is therefore not a prediction for cubic or tetragonal hafnia. The fixed conduction edge also prevents a prediction of the full gap change.

A gate film adds interfaces. If their normal is $x$ and they share the in-plane translation $(0,b,b)$, the proof of evenness still applies. If their normal is $z$, equation (2) shows that no in-plane lattice translation reverses $u$, because $n_3=0$. Evenness would then need another symmetry.

A uniform field of 1 MV/cm along $z$ changes the electron's potential energy by 0.026 eV over the distance $b$. Translation by $\mathbf t$ adds this constant to both local band edges and leaves their separation even, provided that the film is uniform over the region considered.
